# Choosing the Displacement for a Curvature from Two Noisy Forces

**Q.** A saddle search needs the curvature of the energy along a trial direction. I displace the atoms a little each way, subtract two forces and divide. Why not make the displacement as small as the computer allows?

**A.** Because the division also acts on the errors in the forces. Let \(\mathbf n\) be a unit vector in the space of all \(3N\) Cartesian coordinates, and let \(s\) be the distance moved along it from a centre. Write \(V(s)\) for the energy along this line and \(V_k\) for its \(k\)th derivative at \(s=0\). The projected force is \(F(s)=-V'(s)\), so the curvature estimate is

\[
C(h)=\frac{F(-h)-F(+h)}{2h}=\frac{V'(h)-V'(-h)}{2h}.
\]

The two displaced configurations are the images of a dimer. Here \(h\) is the distance from the centre to one image; the images are \(2h\) apart. If each force is slightly wrong, the error in their difference is divided by \(2h\), and it grows as \(h\) shrinks unless the two errors differ by less and less.

**Q.** Then I take \(h\) large. What do I lose, if the forces are perfect?

**A.** You measure the average slope of the energy gradient over a finite interval, not its slope at the centre. Expand the energy gradient on each side:

\[
V'(\pm h)=V_1\pm V_2h+\frac{V_3h^2}{2}\pm\frac{V_4h^3}{6}+\frac{V_5h^4}{24}\pm\frac{V_6h^5}{120}+\dots
\]

On subtraction the terms in \(V_1\), \(V_3\) and \(V_5\) cancel and the others double. Dividing by \(2h\) gives

\[
C(h)=V_2+\frac{V_4h^2}{6}+\frac{V_6h^4}{120}+\dots
\]

The leading truncation error is therefore \(b(h)=V_4h^2/6\). The centre need not be a saddle: neither a residual force \(V_1\) nor an asymmetry \(V_3\) enters.

**Q.** A force has \(3N\) components, each with its own error. Which error enters the curvature?

**A.** The projected one. Suppose the component errors \(\epsilon_i\) have zero mean, the same standard deviation \(\sigma\), and no correlation with one another. The projected error is \(\eta=\sum_i n_i\epsilon_i\), with variance

\[
\langle\eta^2\rangle=\sum_{i,j}n_in_j\langle\epsilon_i\epsilon_j\rangle
=\sigma^2\sum_i n_i^2=\sigma^2 .
\]

The last step uses the unit length of \(\mathbf n\), so the number of atoms drops out. If the components are correlated or unequal, \(\sigma\) must be replaced by the standard deviation of the projected force.

Call the projected errors at the two images \(\eta_+\) and \(\eta_-\). I assume for now that they are uncorrelated and that \(\sigma\) does not depend on \(h\). The total curvature error is

\[
e(h)=b(h)+\frac{\eta_--\eta_+}{2h}.
\]

The variance of the second term is \((\sigma^2+\sigma^2)/(4h^2)=\sigma^2/(2h^2)\).

**Q.** One error is systematic and the other random. By what rule do you balance them?

**A.** I minimize the mean square error. On squaring \(e(h)\), the cross term contains \(\langle\eta_--\eta_+\rangle=0\) and vanishes. To leading order in the truncation error,

\[
M(h)=\langle e^2\rangle=\frac{\sigma^2}{2h^2}+\frac{V_4^2h^4}{36}.
\]

Differentiate:

\[
\frac{dM}{dh}=-\frac{\sigma^2}{h^3}+\frac{V_4^2h^3}{9}
=\frac{1}{h^3}\left(\frac{V_4^2h^6}{9}-\sigma^2\right).
\]

For \(V_4\ne0\) the bracket increases with \(h\) and changes sign once, from negative to positive. Its zero is thus the minimum of \(M\). Setting \(h^6=9\sigma^2/V_4^2\) and taking the positive sixth root gives

\[
h_*=\left(\frac{3\sigma}{|V_4|}\right)^{1/3}.
\]

The units agree: \(\sigma\) in eV/Å divided by \(V_4\) in eV/Å\(^4\) is a volume, whose cube root is a length.

**Q.** Are the two errors equal at that point?

**A.** No. The condition makes their rates of change cancel, not their sizes. From \(|V_4|=3\sigma/h_*^3\), the squared truncation error is

\[
\frac{V_4^2h_*^4}{36}=\frac{9\sigma^2}{h_*^6}\,\frac{h_*^4}{36}=\frac{\sigma^2}{4h_*^2},
\]

which is half the noise variance \(\sigma^2/(2h_*^2)\). The sum is \(3\sigma^2/(4h_*^2)\), so the least root-mean-square (rms) error is

\[
e_*=\frac{\sqrt3}{2}\frac{\sigma}{h_*}
=\frac{\sqrt3}{2}\,\sigma^{2/3}\left(\frac{|V_4|}{3}\right)^{1/3}.
\]

Reducing the force noise eightfold halves the best displacement and cuts the least error by four. If the reduction comes from averaging \(m\) independent force pairs, \(\sigma\) becomes \(\sigma/\sqrt m\). Then \(h_*\) falls as \(m^{-1/6}\) and \(e_*\) as \(m^{-1/3}\), provided that \(h\) is readjusted. At fixed \(h\), averaging leaves the truncation error untouched.

**Q.** My force errors may not be random. Suppose I know just a bound on them.

**A.** Let \(|\eta_\pm|\le\varepsilon\). The noise term is largest when the errors have opposite signs, and then equals \(\varepsilon/h\). In the worst case it adds to the truncation error:

\[
W(h)=\frac{\varepsilon}{h}+\frac{|V_4|h^2}{6},\qquad
\frac{dW}{dh}=-\frac{\varepsilon}{h^2}+\frac{|V_4|h}{3}.
\]

The zero is at \(h^3=3\varepsilon/|V_4|\), the same formula with \(\varepsilon\) in place of \(\sigma\). There \(|V_4|h^2/6=\varepsilon/(2h)\), so the least worst-case error is \(3\varepsilon/(2h)\). The shared prefactor does not make \(\varepsilon\) and \(\sigma\) the same quantity: one is a bound, the other a standard deviation.

**Q.** Show me a real saddle, with numbers.

**A.** Take the inversion of a free ammonia molecule, whose planar form is a first-order saddle in the calculation used here. The level is restricted Hartree–Fock in the cc-pVDZ basis, which omits electron correlation and has a modest basis; the size of both effects on the curvature is given near the end. The planar N–H distance is 0.992 Å.

Symmetry fixes the unstable direction. The nitrogen moves out of the plane, the three hydrogens move equally the other way, and the displacements sum to zero, which makes the direction orthogonal to a uniform translation. The components of \(\mathbf n\) are 0.8660 on N and \(-0.2887\) on each H. Their sum is \(0.8660-3(0.2887)=0\) to rounding, and their squares add to one. The overlap with the lowest eigenvector of the analytic Hessian is 1.000000.

Forces along this line give

\[
V_2=-11.52\ \mathrm{eV/Å^2},\quad
V_4=1358\ \mathrm{eV/Å^4},\quad
V_6=-9.04\times10^4\ \mathrm{eV/Å^6}.
\]

The Hessian gives the same \(V_2\) to the digits shown, and a fourth difference of total energies gives \(V_4=1359\) eV/Å\(^4\) once its leading truncation error has been removed with the \(V_6\) above.

Now add artificial Gaussian noise with \(\sigma=0.01\) eV/Å to all twelve force components. Then

\[
h_*=\left(\frac{3\times0.01}{1358}\right)^{1/3}\text{Å}
=0.0281\ \text{Å}=0.00281\ \text{nm},
\]

\[
e_*=0.8660\times\frac{0.01}{0.0281}=0.31\ \mathrm{eV/Å^2}.
\]

This is 2.7% of \(|V_2|\). A force error that looks small has become a visible curvature error.

**Q.** You have put the numbers into your own formula. Does noisy differencing really behave that way?

**A.** It was sampled directly. Noise was added to the forces for 200,000 pairs, and the displacement with the least observed rms error was located without using the formula for \(h_*\). The noiseless forces came from an interpolation that keeps the higher derivatives.

| \(\sigma\) (eV/Å) | Best \(h\) (Å) | rms error (eV/Å\(^2\)) |
|---:|---:|---:|
| 0.01 | 0.02811 | 0.3087 |
| 0.00125 | 0.01404 | 0.0772 |
| 0.000156 | 0.00702 | 0.0193 |

Each eightfold fall in noise halves the displacement and quarters the error, nearly. The fitted exponents are 0.3336 and 0.6665, against \(1/3\) and \(2/3\).

**Q.** The first displacement is 0.02811 Å, but your formula gives 0.02806 Å. Is that sampling error?

**A.** The sixth derivative accounts for most of it. Write the truncation error as

\[
b(h)=\frac{V_4h^2}{6}(1+rh^2),\qquad r=\frac{V_6}{20V_4}=-3.33\ \text{Å}^{-2}.
\]

To first order in \(rh^2\), its square is \(V_4^2(h^4+2rh^6)/36\). The stationary condition becomes

\[
-\frac{\sigma^2}{h^3}+\frac{V_4^2}{36}(4h^3+12rh^5)=0,
\]

or \(h^6(1+3rh^2)=9\sigma^2/V_4^2=h_*^6\). Taking the sixth root to the same order,

\[
h\simeq h_*\left(1-\tfrac12rh_*^2\right)=1.0013\,h_*=0.0281\ \text{Å}.
\]

The negative \(V_6\) weakens the truncation error and allows a slightly longer step. At \(h_*\) the sixth-order term is \(-0.0005\) eV/Å\(^2\), negligible beside \(e_*\).

**Q.** Must I hit \(h_*\) accurately?

**A.** No, but the two directions of error have different costs. Put \(h=xh_*\). The noise variance scales as \(x^{-2}\) and the squared truncation error as \(x^4\), so

\[
\frac{M(xh_*)}{M(h_*)}=
\frac{\dfrac{\sigma^2}{2h_*^2x^2}+\dfrac{\sigma^2x^4}{4h_*^2}}
{\dfrac{3\sigma^2}{4h_*^2}}
=\frac{2x^{-2}+x^4}{3}.
\]

The rms ratio is the square root: 1.64 for half the best displacement and 2.35 for twice. Sampling for ammonia gave 1.64 and 2.32. The second value lies below the formula because the negative sixth-order term has grown sixteenfold.

The make-up of the error changes too. At \(h_*/2\) the noise contributes 0.505 eV/Å\(^2\) and truncation 0.045. At \(2h_*\) the figures are 0.126 and 0.705. Repeating the calculation helps in the first case and does little in the second.

**Q.** I do not know \(V_4\) before I start. How can I use the result?

**A.** Estimate it from two displacements. With the leading truncation term,

\[
C(2h)-C(h)=\frac{V_4}{6}(4h^2-h^2)=\frac{V_4h^2}{2},
\qquad V_4\simeq\frac{2[C(2h)-C(h)]}{h^2}.
\]

For independent errors, the variance of the difference is \(\sigma^2/(8h^2)+\sigma^2/(2h^2)=5\sigma^2/(8h^2)\). The standard deviation of the estimated \(V_4\) is therefore \(2\sqrt{5/8}\,\sigma/h^3=1.58\,\sigma/h^3\).

At \(h=h_*\), where \(\sigma/h_*^3=|V_4|/3\), that is 53% of \(|V_4|\). At \(h=2h_*\) it is eight times smaller, about 7%. The price is a sixth-order bias: the difference gains \(V_6(16h^4-h^4)/120=V_6h^4/8\), which shifts the estimate by \(V_6h^2/4\). For ammonia at \(2h_*\) this is about \(-5\%\) of \(V_4\). Such accuracy is ample, since \(h_*\) depends on the cube root of \(V_4\).

**Q.** The ammonia saddle is symmetric, so \(V_3\) vanishes there anyway. You have not shown that it cancels elsewhere.

**A.** Then move the centre 0.12 Å along the same line. There \(V_3=139\) eV/Å\(^3\) and \(V_4=776\) eV/Å\(^4\). With \(\sigma=10^{-4}\) eV/Å, sampling puts the best displacement at 0.00729 Å. The formula with the local \(V_4\) gives 0.00728 Å. The large \(V_3\) has no visible effect.

**Q.** What if \(V_4\) is zero at my centre?

**A.** The formula sends \(h_*\) to infinity, which signals that the next term is needed. With \(V_4=0\) and \(V_6\ne0\),

\[
M(h)=\frac{\sigma^2}{2h^2}+\frac{V_6^2h^8}{14400},\qquad
-\frac{\sigma^2}{h^3}+\frac{V_6^2h^7}{1800}=0.
\]

Hence \(h^{10}=1800\sigma^2/V_6^2\), or \(h=(30\sqrt2\,\sigma/|V_6|)^{1/5}\). The exponent is now one fifth. The one-third power belongs to a truncation error that starts at \(h^2\).

**Q.** My forces come from a learned potential. It returns the same force each time I ask. Where is the noise?

**A.** There may be none of the kind assumed so far. A smooth learned potential has a fixed force error that varies smoothly with position. At a centre without special symmetry, nearby images share much of it, and the shared part cancels on subtraction.

Let \(\rho\) be the correlation between the projected errors at the images. Then

\[
\left\langle\left(\frac{\eta_--\eta_+}{2h}\right)^2\right\rangle
=\frac{\sigma^2+\sigma^2-2\rho\sigma^2}{4h^2}
=\frac{\sigma^2(1-\rho)}{2h^2}.
\]

A constant \(\rho<1\) would merely replace \(\sigma\) by \(\sigma\sqrt{1-\rho}\) and leave the exponent alone. For a smooth error that does not vanish at the centre, however, \(\rho\) approaches one as the images approach each other.

As a model, take an ensemble of error fields with zero mean and covariance \(\sigma^2e^{-d^2/(2\ell^2)}\) at separation \(d\), where \(\ell\) is the correlation length. With \(d=2h\), the mean square error becomes

\[
M(h)=\frac{\sigma^2}{2h^2}\left(1-e^{-2h^2/\ell^2}\right)+\frac{V_4^2h^4}{36}.
\]

**Q.** So does a small displacement still ruin the curvature?

**A.** Not in this model. For \(h\ll\ell\), use \(1-e^{-u}=u-u^2/2+\dots\) with \(u=2h^2/\ell^2\):

\[
M(h)\simeq\frac{\sigma^2}{\ell^2}-\frac{\sigma^2h^2}{\ell^4}+\frac{V_4^2h^4}{36}.
\]

The error tends to the finite value \(\sigma/\ell\). This is the rms curvature error of the learned surface itself. Changing \(h\) within the range \(h\ll\ell\) cannot remove it, and repeating the same calculation cannot average it away.

A shallow optimum remains:

\[
-\frac{2\sigma^2h}{\ell^4}+\frac{V_4^2h^3}{9}=0
\quad\Longrightarrow\quad
h=\frac{3\sqrt2\,\sigma}{\ell^2|V_4|}.
\]

It is linear in the force error, not a one-third power. Since \(V_4^2h^4/36=\sigma^2h^2/(2\ell^4)\) at this point, the mean square error there is \((\sigma^2/\ell^2)[1-h^2/(2\ell^2)]\). The relative gain over \(h\to0\) is \(h^2/(2\ell^2)\), too little to be worth pursuing when \(h\ll\ell\).

**Q.** How different are the two cases for ammonia?

**A.** Planar ammonia needs a remark first. If the learned potential respects the mirror symmetry, its projected force error is odd along this line: zero at the centre and opposite at the two images. Nothing is shared, but each error shrinks in proportion to \(h\), so the curvature error still stays finite. The model field also has an even part, which symmetry would forbid. That part is equal at the two images and drops out of the force difference, so \(M(h)\) is the same with or without it. Here \(\sigma\) and \(\ell\) describe the full model field, not the force error at the images of a symmetric potential.

Keep \(\sigma=0.01\) eV/Å and choose \(\ell=0.5\) Å. The small-displacement error is \(0.01/0.5=0.020\) eV/Å\(^2\), and the calculated total at \(h=0.001\) Å agrees. At 0.0281 Å, the best displacement for uncorrelated noise, the total is 0.179 eV/Å\(^2\), nearly all of it truncation. Using the one-third law here makes the error about nine times larger than it need be.

The linear law was tested with larger errors. For \(\sigma=0.1\) and 0.2 eV/Å, numerical minimization gives 0.00125 and 0.00250 Å, as the formula predicts. When \(\ell\) is cut to 0.015 Å at \(\sigma=0.01\) eV/Å, the images are nearly uncorrelated at the relevant separation, and the best displacement returns to 0.0281 Å. The error there is 0.31 eV/Å\(^2\), below \(\sigma/\ell=0.67\) eV/Å\(^2\), so for so short a correlation length a small step is the worse choice.

In practice, a potential whose error is smooth over a length \(\ell\) well above \(h_*\) calls for a small \(h\), limited from below by rounding in the forces. Rounding errors that are uncorrelated between the images bring back the one-third law with their own, much smaller, \(\sigma\), provided that the step it gives is well above the shallow optimum of the smooth error.

**Q.** Is 0.31 eV/Å\(^2\) then the uncertainty of the ammonia curvature?

**A.** It is the error from noise and truncation relative to the noiseless Hartree–Fock curvature along the correct direction. Two other effects can be larger.

The first is misalignment. Tilt the dimer by an angle \(\theta\) from the lowest Hessian eigenvector towards another, with eigenvalues \(\lambda_1\) and \(\lambda_2\). The curvature becomes \(\lambda_1\cos^2\theta+\lambda_2\sin^2\theta\), a rise of \((\lambda_2-\lambda_1)\sin^2\theta\). The stiffest mode has \(\lambda_2=140.9\) eV/Å\(^2\), so a tilt of 3° towards it gives

\[
(140.9+11.5)\times0.00274=0.42\ \mathrm{eV/Å^2}.
\]

A direct calculation with displaced forces also gives 0.42. For this tilt, aligning the dimer better matters more than refining \(h\). The same tilt towards a softer mode costs less.

The second is the level of theory. At the same geometry, second-order Møller–Plesset correlation changes the curvature by about \(-1.4\) eV/Å\(^2\), or 12% of \(|V_2|\), as estimated from a displacement of 0.05 Å. That geometry is not stationary at the correlated level, however, and the residual force along the N–H bonds contributes about \(-2.1\) eV/Å\(^2\) to this figure. At the correlated planar saddle, where the N–H distance is 1.002 Å, the curvature is \(-11.06\) eV/Å\(^2\), a change of about \(+0.5\) eV/Å\(^2\) from the Hartree–Fock saddle. The basis matters more. With the planar geometry reoptimized, Hartree–Fock gives \(V_2=-9.95\) eV/Å\(^2\) in cc-pVTZ and \(-9.27\) eV/Å\(^2\) in aug-cc-pVDZ, shifts of 1.6 and 2.3 eV/Å\(^2\). The fourth derivative becomes 1338 and 1255 eV/Å\(^4\), so \(h_*\) moves only to 0.0282 and 0.0288 Å. Higher correlation remains outside all these figures.

**Q.** What carries over to diffusion barriers in a solid?

**A.** The formulas do, under their stated conditions; the ammonia numbers do not. One condition is that forces are computed at both images. Some dimer implementations save a force call by using only the centre and one image. Then \(V_3\) no longer cancels: the truncation error is \(V_3h/2\), the noise variance is \(2\sigma^2/h^2\), and the best step is \((2\sqrt2\,\sigma/|V_3|)^{1/2}\), a one-half power. At the off-saddle centre above, with \(\sigma=10^{-4}\) eV/Å, this is 0.00143 Å instead of 0.00729 Å. The example is a free molecule, not an atom hopping through a solid. The noise of 0.01 eV/Å was chosen for illustration. Do not confuse it with a threshold for stopping a geometry relaxation, which limits the remaining force, not its random error. Well-converged forces can be much less noisy. A dimer displacement of roughly 0.01 Å would be optimal for this \(V_4\) at \(\sigma=V_4h^3/3\approx5\times10^{-4}\) eV/Å.

A different hop has a different \(V_4\). Were it eight times smaller at the same \(\sigma\), \(h_*\) would double to 0.056 Å and \(e_*\) would halve to 0.15 eV/Å\(^2\). The assumption of uncorrelated errors also needs checking: with the smooth error above, the attainable curvature error falls from 0.31 to 0.02 eV/Å\(^2\). Before choosing \(h\), therefore, find out whether the force errors at the two images are independent. The numerical output below lists the values used here.

## Computed values

```
Planar NH3, RHF/cc-pVDZ
N-H bond length: 0.9920 A
largest residual force component: 8.0e-12 eV/A
mode component on N: 0.8660, on each H: -0.2887
overlap with lowest Hessian eigenvector: 1.000000
V2 from forces: -11.5225 eV/A^2
V2 from analytic Hessian: -11.5225 eV/A^2
V4 from forces: 1357.86 eV/A^4
V4 from energies: 1358.51 eV/A^4
V6 from forces: -90371 eV/A^6
truncation error at h = 0.05 A, SCF: 0.5611 eV/A^2
truncation error at h = 0.05 A, law: 0.5658 eV/A^2
Uncorrelated force noise
sigma: 0.010 eV/A; force pairs sampled: 200000
optimal h, law: 0.02806 A = 0.002806 nm
least rms error, law: 0.3086 eV/A^2
least rms error / |V2|: 2.68 %
sampled: sigma 0.010000 eV/A, best h 0.02811 A, rms 0.30874 eV/A^2
sampled: sigma 0.001250 eV/A, best h 0.01404 A, rms 0.07723 eV/A^2
sampled: sigma 0.000156 eV/A, best h 0.00702 A, rms 0.01931 eV/A^2
sampled exponent of best h: 0.3336
sampled exponent of least error: 0.6665
h (A), noise, bias, rms (eV/A^2), rms / least rms by law
0.01403  0.5047  0.0445  0.5067  1.642
0.02806  0.2523  0.1777  0.3087  1.000
0.05612  0.1262  0.7053  0.7166  2.322
off-saddle centre: 0.12 A, sigma 0.0001 eV/A
off-saddle V3: 138.59 eV/A^3, V4: 776.07 eV/A^4
off-saddle best h: 0.00729 A, law: 0.00728 A
bounded noise of 0.010 eV/A: best h 0.02811 A
bounded noise: least worst error 0.5341 eV/A^2
Smooth force error
ell: 0.50 A; small-h error sigma/ell: 0.0200 eV/A^2
total rms at h = 0.001 A: 0.02000 eV/A^2
total rms at white-noise optimum: 0.1788 eV/A^2
sigma 0.1 eV/A: best h 0.001250 A, linear law 0.001250 A
sigma 0.2 eV/A: best h 0.002500 A, linear law 0.002500 A
ell = 0.015 A, sigma 0.010 eV/A: best h 0.02806 A
Neglected effects
sixth-order term at optimal h: -0.00047 eV/A^2
stiffest Hessian eigenvalue: 140.86 eV/A^2
3 degree tilt, SCF: 0.4229, law: 0.4174 eV/A^2
MP2 correction to curvature: -1.3638 eV/A^2
```
